# Decay of Small Corrugations on a Rough Crystal Surface: a numerical check

```python
"""Mullins smoothing of a rough crystal surface by surface diffusion.

Result under test: h = a cos(q x) decays at the rate
    Gamma = B q^4,   B = D c_eq Omega^2 stiffness / (kB T),
with stiffness = gamma + gamma'' at zero tilt.
gamma(theta): surface free energy per true area at tilt theta
Omega: atomic volume; D: adatom diffusivity; c_eq: adatom density on the
flat surface; d: layer height; mu: chemical potential relative to flat.
Units: nm, eV, s, K.
"""
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.integrate import solve_ivp

T = 1200.0
kT = k_joule * T / e_charge
gamma0, eps = 5.0, 0.02
Omega, d = 0.02, 0.2
D, c_eq = 1.0e8, 0.01
amp = 1.0
wavelengths = np.array([100.0, 200.0, 400.0])


def gamma(theta):
    return gamma0 * (1 + eps * np.cos(4 * theta))


def stiffness(theta):
    return gamma0 * (1 - 15 * eps * np.cos(4 * theta))


stiff0 = stiffness(0.0)
B = D * c_eq * Omega**2 * stiff0 / kT
q_all = 2 * np.pi / wavelengths
rate_law = B * q_all**4

# --- Roughness: decay of the mean lattice pinning term with size L ---


def height_variance(L):
    """Sum over the modes of a Gaussian surface on an L by L grid."""
    w = 2 - 2 * np.cos(2 * np.pi * np.arange(L) / L)
    denom = w[:, None] + w[None, :]
    denom[0, 0] = np.inf  # the mean height is held fixed
    return kT / stiff0 * np.sum(1 / denom) / L**2


def mean_pinning(variance):
    """Gaussian average of cos(2 pi h / d) by quadrature."""
    h = np.linspace(-10, 10, 4001) * np.sqrt(variance)
    weight = np.exp(-h**2 / (2 * variance))
    return np.sum(weight * np.cos(2 * np.pi * h / d)) / np.sum(weight)


pin_small = mean_pinning(height_variance(64))
pin_large = mean_pinning(height_variance(128))
pin_exp_num = np.log(pin_small / pin_large) / np.log(2)
pin_exp_law = np.pi * kT / (stiff0 * d**2)
assert abs(pin_exp_num / pin_exp_law - 1) < 2e-3
assert pin_exp_num > 2  # pinning is irrelevant: the surface is rough

# --- Gibbs-Thomson: free energy change when one vertex is moved ---


def f_smooth(p):
    return gamma(np.arctan(p)) * np.sqrt(1 + p**2)


def f_cusp(p):
    return 5.0 + 0.5 * abs(p) + 3.0 * abs(p)**3


def mu_from_energy(f, a, q, x, dx=0.5, shift=1e-4):
    left, mid, right = a * np.cos(q * (x + np.array([-dx, 0.0, dx])))

    def energy(z):
        return dx * (f((z - left) / dx) + f((right - z) / dx))
    atoms_per_width = 2 * shift * dx / Omega
    return (energy(mid + shift) - energy(mid - shift)) / atoms_per_width


q_ref = 2 * np.pi / 200.0
a_steep = 0.5 / q_ref
gt_error = 0.0
for x in (0.0, 15.0, 30.0, 80.0):
    p = -a_steep * q_ref * np.sin(q_ref * x)
    curvature = a_steep * q_ref**2 * np.cos(q_ref * x) / (1 + p**2)**1.5
    mu_law = Omega * stiffness(np.arctan(p)) * curvature
    mu_num = mu_from_energy(f_smooth, a_steep, q_ref, x)
    gt_error = max(gt_error, abs(mu_num / mu_law - 1))
assert gt_error < 2e-3  # finite vertex spacing
mu_crest = mu_from_energy(f_smooth, amp, q_ref, 0.0)
assert abs(mu_crest / (Omega * stiff0 * q_ref**2 * amp) - 1) < 2e-3

ratio_smooth, ratio_cusp = [
    mu_from_energy(f, 2 * amp, q_ref, 25.0)
    / mu_from_energy(f, amp, q_ref, 25.0) for f in (f_smooth, f_cusp)]
assert abs(ratio_smooth - 2) < 0.03  # remainder is of order slope squared
assert abs(ratio_cusp - 4) < 0.01

# --- Full curved surface: markers move along the local normal ---
n_mark = 21
u = 2 * np.pi * np.arange(n_mark) / n_mark
wave_numbers = np.fft.fftfreq(n_mark, 1 / n_mark)
diff_u = np.real(np.fft.ifft(
    1j * wave_numbers[:, None] * np.fft.fft(np.eye(n_mark), axis=0), axis=0))


def simulated_rate(lam, duration):
    q = 2 * np.pi / lam

    def velocity(t, state):
        x_u = 1 / q + diff_u @ state[:n_mark]
        y_u = diff_u @ state[n_mark:]
        s_u = np.hypot(x_u, y_u)
        theta = np.arctan2(y_u, x_u)
        mu = -Omega * stiffness(theta) * (diff_u @ theta) / s_u
        current = -D * c_eq / kT * (diff_u @ mu) / s_u
        v_n = -Omega * (diff_u @ current) / s_u
        return np.concatenate([-v_n * np.sin(theta), v_n * np.cos(theta)])

    def amplitude(state):
        x = u / q + state[:n_mark]
        x_u = 1 / q + diff_u @ state[:n_mark]
        return 2 * q * np.mean(state[n_mark:] * np.cos(q * x) * x_u)

    start = np.concatenate([np.zeros(n_mark), amp * np.cos(u)])
    run = solve_ivp(velocity, (0, duration), start, method="Radau",
                    rtol=1e-7, atol=1e-9)
    assert run.success
    return np.log(amplitude(start) / amplitude(run.y[:, -1])) / duration


rate_sim = np.array([simulated_rate(lam, 1 / g)
                     for lam, g in zip(wavelengths, rate_law)])
slopes = amp * q_all
# The linear law may err by terms of order slope squared.
assert np.all(abs(rate_sim / rate_law - 1) < slopes**2 + 1e-5)
power_sim = np.log(rate_sim[0] / rate_sim[2]) / np.log(q_all[0] / q_all[2])
assert abs(power_sim - 4) < 0.005

# --- Two fields: height and adatom excess, with exchange and desorption ---


def slow_rate(q, ell, inv_xs):
    k_ex, k_des = D / ell**2, D * inv_xs**2
    G = c_eq * Omega * stiff0 * q**2 / kT
    matrix = np.array([[-Omega * k_ex * G, Omega * k_ex],
                       [k_ex * G, -(D * q**2 + k_ex + k_des)]])
    return np.min(-np.linalg.eigvals(matrix).real)


cases = [("fast exchange, no desorption", 2.0, 0.0),
         ("slow exchange, no desorption", 1000.0, 0.0),
         ("fast exchange, strong desorption", 2.0, 1 / 5.0)]
case_results = []
for name, ell, inv_xs in cases:
    rates = []
    for q in q_all[1:]:
        total = q**2 + inv_xs**2
        law = B * q**2 * total / (1 + ell**2 * total)
        rates.append(slow_rate(q, ell, inv_xs))
        assert abs(rates[-1] / law - 1) < 1e-4
    power = np.log(rates[0] / rates[1]) / np.log(2)
    case_results.append((name, ell, inv_xs, rates[0], power))
assert abs(case_results[0][4] - 4) < 0.02
assert abs(case_results[1][4] - 2) < 0.02
assert abs(case_results[2][4] - 2) < 0.05

# --- Worked example ---
print(f"temperature: {T:.0f} K")
print(f"kB T: {kT:.5f} eV")
print(f"gamma0: {gamma0:.1f} eV/nm^2, anisotropy eps: {eps:.2f}")
print(f"gamma at zero tilt: {gamma(0.0):.2f} eV/nm^2")
print(f"stiffness at zero tilt: {stiff0:.2f} eV/nm^2")
print(f"atomic volume: {Omega:.3f} nm^3, layer height: {d:.2f} nm")
print(f"adatom diffusivity: {D:.1e} nm^2/s")
print(f"equilibrium adatom density: {c_eq:.3f} nm^-2")
print(f"stiffness d^2/(kB T): {stiff0 * d**2 / kT:.4f}")
print(f"roughness bound pi/2: {np.pi / 2:.4f}")
print(f"pinning decay exponent, mode sums: {pin_exp_num:.4f}")
print(f"pinning decay exponent, formula: {pin_exp_law:.4f}")
print(f"largest Gibbs-Thomson error, slope 0.5: {gt_error:.1e}")
print(f"mu ratio, amplitude doubled, smooth: {ratio_smooth:.4f}")
print(f"mu ratio, amplitude doubled, cusp: {ratio_cusp:.4f}")
print(f"initial amplitude: {amp:.1f} nm")
print(f"mu at crest, wavelength 200 nm: {mu_crest:.3e} eV")
print(f"mu/(kB T) at that crest: {mu_crest / kT:.3e}")
print(f"Mullins coefficient B: {B:.4e} nm^4/s")
print(f"Mullins coefficient B: {B * 1e-36:.4e} m^4/s")
for lam, q, s, g, r in zip(wavelengths, q_all, slopes, rate_law, rate_sim):
    print(f"wavelength {lam:.0f} nm: q = {q:.5f} nm^-1, slope aq = {s:.4f}")
    print(f"  rate B q^4: {g:.5e} 1/s, decay time: {1 / g:.2f} s")
    print(f"  rate from curved surface: {r:.5e} 1/s")
    print(f"  relative difference: {r / g - 1:.1e}")
print(f"power of q from curved surface: {power_sim:.5f}")
print(f"rate if gamma replaced stiffness: x {gamma(0.0) / stiff0:.4f}")
for name, ell, inv_xs, rate, power in case_results:
    xs_text = f"{1 / inv_xs:.0f} nm" if inv_xs else "infinite"
    print(f"{name}: ell = {ell:.0f} nm, x_s = {xs_text}")
    print(f"  rate at 200 nm: {rate:.4e} 1/s")
    print(f"  power of q, 200 to 400 nm: {power:.4f}")
print("tests ok")
```

Output:

```
temperature: 1200 K
kB T: 0.10341 eV
gamma0: 5.0 eV/nm^2, anisotropy eps: 0.02
gamma at zero tilt: 5.10 eV/nm^2
stiffness at zero tilt: 3.50 eV/nm^2
atomic volume: 0.020 nm^3, layer height: 0.20 nm
adatom diffusivity: 1.0e+08 nm^2/s
equilibrium adatom density: 0.010 nm^-2
stiffness d^2/(kB T): 1.3539
roughness bound pi/2: 1.5708
pinning decay exponent, mode sums: 2.3206
pinning decay exponent, formula: 2.3205
largest Gibbs-Thomson error, slope 0.5: 2.8e-05
mu ratio, amplitude doubled, smooth: 2.0056
mu ratio, amplitude doubled, cusp: 4.0000
initial amplitude: 1.0 nm
mu at crest, wavelength 200 nm: 6.909e-05 eV
mu/(kB T) at that crest: 6.681e-04
Mullins coefficient B: 1.3539e+04 nm^4/s
Mullins coefficient B: 1.3539e-32 m^4/s
wavelength 100 nm: q = 0.06283 nm^-1, slope aq = 0.0628
  rate B q^4: 2.11005e-01 1/s, decay time: 4.74 s
  rate from curved surface: 2.11043e-01 1/s
  relative difference: 1.8e-04
wavelength 200 nm: q = 0.03142 nm^-1, slope aq = 0.0314
  rate B q^4: 1.31878e-02 1/s, decay time: 75.83 s
  rate from curved surface: 1.31884e-02 1/s
  relative difference: 4.5e-05
wavelength 400 nm: q = 0.01571 nm^-1, slope aq = 0.0157
  rate B q^4: 8.24239e-04 1/s, decay time: 1213.24 s
  rate from curved surface: 8.24249e-04 1/s
  relative difference: 1.1e-05
power of q from curved surface: 4.00012
rate if gamma replaced stiffness: x 1.4571
fast exchange, no desorption: ell = 2 nm, x_s = infinite
  rate at 200 nm: 1.3136e-02 1/s
  power of q, 200 to 400 nm: 3.9957
slow exchange, no desorption: ell = 1000 nm, x_s = infinite
  rate at 200 nm: 1.3349e-05 1/s
  power of q, 200 to 400 nm: 2.0044
fast exchange, strong desorption: ell = 2 nm, x_s = 5 nm
  rate at 200 nm: 4.7053e-01 1/s
  power of q, 200 to 400 nm: 2.0226
tests ok
```
